# Electron and hole confinement in a 3 nm square silicon wire

## Problem

Porous silicon contains thin remnants of crystal left standing by the etch. Idealize one of them as a long straight wire along $z=[001]$, with a square cross-section of side $L=3$ nm and side faces (100) and (010). The wire occupies $|x|<L/2$, $|y|<L/2$.

Use single-band effective-mass theory with these round parameters of silicon-like size, where $m_0$ is the free-electron mass:

- Electrons: six valleys, two on each cubic axis, with mass $m_l=0.9\,m_0$ along the valley's own axis and $m_t=0.2\,m_0$ across it.
- Holes: one isotropic mass $m_h=0.5\,m_0$.
- Surroundings: either impenetrable walls, or a constant barrier of height $V=3$ eV for electrons and $V=4$ eV for holes, with the same masses outside as inside.

Electron energies are measured upward from the bulk conduction edge and hole energies downward from the bulk valence edge, so both confinement energies are positive.

(a) Find the lowest confinement energies for impenetrable walls. Which valleys lie lowest?

(b) Solve the one-dimensional well of width $L$ and finite depth $V$, and find a simple approximation for a high barrier.

(c) Use (b) for the wire. Is the sum of two one-dimensional energies the true energy?

(d) Compare the widening of the gap in the two wall models.

## Hints

1. For each valley, ask which mass governs motion along $x$ and which governs motion along $y$. The wave number along $z$ stays free.
2. In the finite well, combine the matching condition with the relation between the inner wave number and the outer decay constant. One of the two can be eliminated completely.
3. For a high barrier, the phase of the wave at the wall is a little less than $\pi/2$. Expand in the difference.
4. Add the potentials of two crossed wells and look at the regions diagonally outside the corners of the wire.

## Solution

### (a) Impenetrable walls

Near a valley minimum the energy is quadratic in the wave vector measured from that minimum. The envelope function $\psi(x,y)$ at the bottom of a wire subband therefore obeys

$$-\frac{\hbar^2}{2m_x}\frac{\partial^2\psi}{\partial x^2}-\frac{\hbar^2}{2m_y}\frac{\partial^2\psi}{\partial y^2}=E\psi .$$

It vanishes at the walls. The lowest solution is $\cos(\pi x/L)\cos(\pi y/L)$. Each second derivative gives a factor $-\pi^2/L^2$, so

$$E^\infty=\frac{\hbar^2\pi^2}{2L^2}\left(\frac1{m_x}+\frac1{m_y}\right).$$

The two valleys on the $x$ axis have $(m_x,m_y)=(m_l,m_t)$, and the two on the $y$ axis have $(m_t,m_l)$. These four share one energy. The two valleys on the $z$ axis have $(m_t,m_t)$. Since $m_l>m_t$, the group of four lies lower.

The minima of these four valleys have $k_z=0$, and so has the hole edge. The gap of this model wire is therefore direct in $k_z$, although the bulk gap is indirect.

For mass $m_0$, one direction contributes $\hbar^2\pi^2/(2m_0L^2)=41.781$ meV. Dividing by the relative masses gives

- $41.781/0.9=46.42$ meV for $m_l$,
- $41.781/0.2=208.91$ meV for $m_t$,
- $41.781/0.5=83.56$ meV for $m_h$.

The lowest electron energy is $46.42+208.91=255.33$ meV. The two-valley group lies at 417.81 meV, and the hole energy is 167.12 meV.

### (b) One finite well

Take a mass $m$, with potential zero for $|x|<L/2$ and $V$ outside. The ground state has no node and is even:

$$\psi=A\cos kx\ \text{ inside},\qquad \psi=Be^{-\kappa|x|}\ \text{ outside},$$

$$k^2=\frac{2mE}{\hbar^2},\qquad \kappa^2=\frac{2m(V-E)}{\hbar^2}.$$

Because the mass is the same on both sides, $\psi$ and $\psi'$ are both continuous. At $x=L/2$,

$$A\cos\frac{kL}{2}=Be^{-\kappa L/2},\qquad kA\sin\frac{kL}{2}=\kappa Be^{-\kappa L/2}.$$

Dividing the second equation by the first gives $k\tan(kL/2)=\kappa$. Now define

$$z=\frac{kL}{2},\qquad \delta=\frac{\hbar}{\sqrt{2mV}},\qquad z_0=\frac{L}{2\delta}.$$

(This $z$ is a pure number, not the coordinate along the wire.) The matching condition becomes $z\tan z=\kappa L/2$. Adding the definitions of $k^2$ and $\kappa^2$ gives $k^2+\kappa^2=1/\delta^2$, or $z^2+(\kappa L/2)^2=z_0^2$. Eliminating $\kappa$,

$$z^2(1+\tan^2z)=\frac{z^2}{\cos^2z}=z_0^2 .$$

For the ground state $0<z<\pi/2$, where the cosine is positive, so

$$\cos z=\frac{z}{z_0},\qquad E=\frac{\hbar^2k^2}{2m}=\frac{2\hbar^2z^2}{mL^2}.$$

The cosine falls and the line $z/z_0$ rises, so there is one solution for any $V>0$. As $V\to\infty$, $z\to\pi/2$ and the impenetrable result returns. In the opposite limit, $z_0\to0$, we have $z\to z_0$ and $E\to V$: the state is barely bound.

**High barrier.** Put $z=\pi/2-\varepsilon$. The condition becomes $z_0\sin\varepsilon=\pi/2-\varepsilon$. Since $\sin\varepsilon<\varepsilon$, it follows that $\pi/2-\varepsilon<z_0\varepsilon$, hence

$$\varepsilon>\varepsilon_1\equiv\frac{\pi}{2(1+z_0)},\qquad z<\frac{\pi}{2}-\varepsilon_1=\frac{\pi}{2}\,\frac{1}{1+1/z_0}.$$

With $1/z_0=2\delta/L$, and with $E$ proportional to $z^2$,

$$E<\frac{E^\infty}{(1+2\delta/L)^2}=\frac{\hbar^2\pi^2}{2m(L+2\delta)^2},$$

where $E^\infty$ is here the one-dimensional value. The right side is the energy of an impenetrable well widened by $\delta$ on each side. It is an upper bound, and for large $z_0$ also a good approximation.

To find its error, keep the cubic term, $\sin\varepsilon\approx\varepsilon-\varepsilon^3/6$, and write $\varepsilon=\varepsilon_1+\eta$. For large $z_0$ both $\varepsilon_1$ and $\eta/\varepsilon_1$ are small, so $\varepsilon^3$ may be replaced by $\varepsilon_1^3$. To leading order,

$$(1+z_0)\,\eta=\frac{z_0\varepsilon_1^3}{6}\quad\Rightarrow\quad \eta=\frac{\pi^3z_0}{48(1+z_0)^4}.$$

The root $z$ is lowered by $\eta$ from $\pi z_0/[2(1+z_0)]$. The relative change of $E$ is twice that of $z$:

$$-2\eta\,\frac{2(1+z_0)}{\pi z_0}=-\frac{\pi^2}{12(1+z_0)^3}.$$

**Numbers.** For $m_t$ and $V=3$ eV, $\delta=0.2520$ nm and $z_0=3/(2\times0.2520)=5.95$. Solving $\cos z=z/z_0$ by numerical root finding gives $z=1.34319$. The energy is then

$$E=208.91\ \text{meV}\times\left(\frac{2\times1.34319}{\pi}\right)^2=152.75\ \text{meV}.$$

The widened well gives 153.13 meV. It is too high by 0.25 % of its own value, in line with $\pi^2/(12\times6.95^3)=0.00245$.

The other two wells follow in the same way:

- For $m_l$: $\delta=0.1188$ nm, $z=1.45529$, $E=39.85$ meV.
- For $m_h$ and $V=4$ eV: $\delta=0.1380$ nm, $z=1.43808$, $E=70.04$ meV.

The ratios of finite to impenetrable energy are 0.73 for $m_t$, 0.86 for $m_l$ and 0.84 for $m_h$. At a given barrier, $\delta\propto m^{-1/2}$, so the light mass penetrates furthest and its energy falls by the largest fraction.

### (c) The wire with finite walls

Let $\theta_x=1$ for $|x|>L/2$ and zero otherwise, and define $\theta_y$ likewise. Two crossed wells have the potential $V(\theta_x+\theta_y)$. This is $V$ beside the faces but $2V$ in the four regions diagonally outside the corners. A constant barrier requires

$$V(\theta_x+\theta_y-\theta_x\theta_y),\qquad\text{so}\qquad H_\text{wire}=H_\text{sep}-V\theta_x\theta_y .$$

Only $H_\text{sep}$ separates, with ground energy $E_x+E_y$. Its normalized product state is a legitimate trial function for the wire. The variational principle gives

$$E_\text{wire}\le E_x+E_y-VP_xP_y,$$

where $P_x$ and $P_y$ are the probabilities of being outside each one-dimensional well.

To find $P$, integrate the density inside and outside:

$$I_\text{in}=A^2\left(\frac L2+\frac{\sin kL}{2k}\right),\qquad I_\text{out}=\frac{B^2e^{-\kappa L}}{\kappa}=\frac{A^2\cos^2z}{\kappa}.$$

Here $\sin kL/(2k)=\sin z\cos z/k=\cos^2z\;\kappa/k^2$, because $\tan z=\kappa/k$. The same relation gives $\cos^2z=k^2/(k^2+\kappa^2)$. Therefore

$$I_\text{in}+I_\text{out}=A^2\left[\frac L2+\cos^2z\,\frac{\kappa^2+k^2}{k^2\kappa}\right]=A^2\left(\frac L2+\frac1\kappa\right).$$

Since $\cos^2z=z^2/z_0^2=E/V$,

$$P=\frac{I_\text{out}}{I_\text{in}+I_\text{out}}=\frac{E/V}{1+\kappa L/2}.$$

For $m_t$, $\kappa=3.866$ nm$^{-1}$ and $P=7.49\times10^{-3}$. For $m_l$, $P=9.81\times10^{-4}$, and for the hole $P=1.49\times10^{-3}$. The corner term for the four-valley electron is

$$-3\ \text{eV}\times9.81\times10^{-4}\times7.49\times10^{-3}=-0.022\ \text{meV}.$$

This limits the energy from above but is not the full shift. The full shift comes from diagonalizing $H_\text{wire}$ in products of cosines that vanish at the edges of a 7 nm box, with 34 functions per direction, and subtracting the separable energy in the same basis. It is $-0.029$ meV for this electron, $-0.22$ meV for the two-valley electron and $-0.011$ meV for the hole. The sum of two one-dimensional energies is thus not the true energy, but here the difference is negligible.

The separable energies are

- four-valley electron: $39.85+152.75=192.60$ meV,
- two-valley electron: 305.50 meV,
- hole: $2\times70.04=140.08$ meV.

The valley order is unchanged, but the splitting between the groups shrinks from 162.5 to 112.9 meV. The upper group has the light mass in both directions and so loses more energy.

The construction is useful only while $E_x+E_y$ lies well below $V$. In a very thin wire the sum can exceed $V$, and it then no longer describes a state bound by the barrier.

### (d) Widening of the gap

The widening is the lowest electron energy plus the hole energy:

- Impenetrable walls: $255.33+167.12\approx422.5$ meV, or $6.77\times10^{-20}$ J.
- Finite walls: $192.60+140.08\approx332.7$ meV, or $5.33\times10^{-20}$ J.

The impenetrable model is higher by 89.8 meV, which is 27 % of the finite-wall value. Electrons account for $255.33-192.60=62.7$ meV of this, and $208.91-152.75=56.2$ meV comes from their light-mass direction alone.

The decimals serve to compare two models; they do not predict a measured gap. The envelope varies over $1/k\approx1$ nm, roughly two lattice constants, so effective-mass theory is at the edge of its range. The penetration lengths are shorter than a lattice constant, so the barrier is a simple stand-in for the real surface. The model also omits the change of mass across a real interface, the nonparabolicity of the conduction band (a rough correction $E(1+\alpha E)$ with $\alpha=0.5$ eV$^{-1}$ lowers the two electron energies to about 229 and 177 meV, and their difference from 63 to about 52 meV), the degenerate, warped valence band, coupling between valleys, electron–hole attraction, image charges, strain and roughness.

## Variation 1: a slightly thinner wire

*A further uniform etch reduces $L$ by 0.1 nm. How much does the gap widen?*

Take the logarithm of $\cos z=z/z_0$ and differentiate:

$$-\tan z\,dz=\frac{dz}{z}-\frac{dz_0}{z_0}\quad\Rightarrow\quad \frac{dz}{z}=\frac{1}{1+q}\,\frac{dz_0}{z_0},\qquad q=z\tan z=\frac{\kappa L}{2}.$$

At fixed $m$ and $V$, $dz_0/z_0=dL/L$. Since $E\propto z^2/L^2$,

$$\frac{d\ln E}{d\ln L}=\frac{2}{1+q}-2=-\frac{2q}{1+q}.$$

For $q\to\infty$ this is the $-2$ of impenetrable walls. For $q\to0$ it vanishes, because the energy is then pinned near $V$. Here it equals $-1.85$ for $m_l$, $-1.71$ for $m_t$ and $-1.83$ for the hole. Neglecting the corners, the gap widening changes to first order by

$$\frac{0.1}{3}\,(1.85\times39.85+1.71\times152.75+1.83\times140.08)\ \text{meV}\approx20\ \text{meV}.$$

Impenetrable walls would give $(0.1/3)\times2\times422.5\approx28$ meV. They overstate the sensitivity to width as well as the energy.

## Variation 2: an uncertain barrier

*Both barriers are raised by 0.1 eV. Does the result change much?*

Now $L$ is fixed and $z_0\propto\sqrt V$, so $dz_0/z_0=dV/(2V)$. With $E\propto z^2$,

$$\frac{dE}{E}=2\,\frac{dz}{z}=\frac{1}{1+q}\,\frac{dV}{V}\quad\Rightarrow\quad\frac{dE}{dV}=\frac{E/V}{1+q}=P .$$

Raising the barrier costs energy in proportion to the probability of finding the particle there. The four-valley electron rises by $(0.98+7.49)\times10^{-3}\times100\ \text{meV}\approx0.85$ meV, and the hole by $2\times1.49\times10^{-3}\times100\ \text{meV}\approx0.30$ meV. The gap widens by about 1.1 meV.

This weak dependence is compatible with the 90 meV difference between the wall models. For a high barrier, expanding the widened-well formula gives a one-dimensional deficit

$$E^\infty-E\approx\frac{4\delta}{L}E^\infty\propto V^{-1/2}.$$

At $V=3$ eV this leading term is still 25 % too large for $m_t$ (70 instead of 56 meV), but it shows the trend. The deficit disappears so slowly that a barrier of several electronvolts is still far from impenetrable, while a modest error in its height matters little. This holds for equal masses inside and outside. The mass assumed in the barrier matters more: with an outer mass of $0.5\,m_0$ and $\psi'/m$ continuous at the wall, the $m_t$ well at $V=3$ eV drops from 152.75 to about 131 meV, a larger shift than moving both barriers by 1 eV produces in the whole gap widening (about $-15$ meV for lower barriers and $+10$ meV for higher ones).

Numbers in the example were calculated in double precision.
